\section*{Exposure Needed for One-Site and Two-Site Adsorption in Pulsed Growth}

\section{Problem}

In pulsed growth a precursor gas is admitted until the surface is nearly covered, and then the gas is removed. Let $\theta$ be the fraction of adsorption sites that are filled. The surface starts empty, adsorption is irreversible, and no sites are lost in any other way. Compare two mechanisms.

In the first, a molecule needs one empty site and fills it. In the second, a molecule splits on arrival, needs two empty sites and fills both. The adsorbed layer is assumed to mix so fast that the two sites are empty independently of each other. This is the mean-field assumption.

Both mechanisms have the same initial site-filling rate $k$, which is the value of $d\theta/dt$ on the empty surface. It is proportional to the gas pressure $P$. Exposure means $\int P\,dt$, and the temperatures of gas and surface are held fixed.

\begin{enumerate}
\item Estimate by scaling how many times more exposure the two-site mechanism needs to reach $\theta=0.99$.
\item Find the ratio exactly within the model, and compare it with the estimate.
\item Decide what happens to the ratio when the two sites are not an independent random pair.
\item Find the pulse times for germane on Ge(001) at 0.1 Torr, and judge whether the mean-field assumption holds there.
\end{enumerate}

\section{First estimate by scaling}

Let $v=1-\theta$ be the fraction of empty sites. It must fall from 1 to 0.01, a factor of 100. Since $2^7=128$, this takes about seven halvings. Measure time in units of $1/k$ at constant pressure, and ask what each halving costs.

During one halving, from $v$ to $v/2$, the amount $v/2$ must be filled. For one-site adsorption the filling rate is proportional to the chance $v$ of hitting an empty site. It falls from $v$ to $v/2$, and a fair middle value is the geometric mean, $v/\sqrt2$. The cost is
\begin{equation}
\frac{v/2}{v/\sqrt2}=\frac{1}{\sqrt2}\approx0.71 ,
\end{equation}
which is the same for every halving. Seven halvings cost about $7\times0.707\approx4.9$.

For two-site adsorption the chance of finding both sites empty is $v^2$. The rate falls from $v^2$ to $v^2/4$, with geometric mean $v^2/2$, so the cost is
\begin{equation}
\frac{v/2}{v^2/2}=\frac1v .
\end{equation}
Each halving now costs twice as much as the one before it. The last, from $v=0.02$ to $0.01$, costs 50. The earlier ones cost 25, 12.5 and so on, and the sum is about 100. The estimated ratio is therefore $100/4.9\approx20$.

The estimate also shows the cause. One-site adsorption pays a fixed price for each halving of the vacancies, whereas two-site adsorption pays most of its price at the very end, when a vacancy seldom has an empty partner.

\section{Exact solution}

\subsection{Removing the pressure history}

With $n=1$ or $2$ required empty sites, the rate law is
\begin{equation}
\frac{d\theta}{dt}=k(t)\,(1-\theta)^n .
\label{eq:rate}
\end{equation}
At $\theta=0$ both cases give $d\theta/dt=k$, as the problem requires. The two sites filled by each molecule in the second mechanism are already counted in $k$, so no further factor of two appears.

The pressure may vary during the pulse, and $k$ varies with it. Define the dimensionless exposure
\begin{equation}
x=\int_0^t k(t')\,dt' ,\qquad dx=k\,dt .
\end{equation}
Because $k$ is proportional to $P$, $x$ is proportional to $\int P\,dt$, with the same constant for both mechanisms. Dividing Eq.~\eqref{eq:rate} by $k$ gives
\begin{equation}
\frac{d\theta}{dx}=(1-\theta)^n .
\end{equation}
Time and pressure have dropped out separately. In this model the coverage depends on the exposure and not on the shape of the pulse.

\subsection{The two exposures}

Separate the variables and integrate from the empty surface. With $v=1-\theta$ and $d\theta=-dv$, the one-site exposure is
\begin{equation}
x_1=\int_0^{\theta}\frac{d\theta'}{1-\theta'}
=\int_{1-\theta}^{1}\frac{dv}{v}
=-\ln(1-\theta).
\end{equation}
The minus sign in $d\theta=-dv$ has been used to exchange the limits. In the same way the two-site exposure is
\begin{equation}
x_2=\int_{1-\theta}^{1}\frac{dv}{v^2}
=\left[-\frac1v\right]_{1-\theta}^{1}
=\frac{1}{1-\theta}-1
=\frac{\theta}{1-\theta}.
\end{equation}
At $\theta=0.99$,
\begin{equation}
x_1=\ln100=4.605,\qquad x_2=\frac{0.99}{0.01}=99,
\end{equation}
and the ratio is
\begin{equation}
\frac{x_2}{x_1}=\frac{99}{\ln100}=21.5 .
\end{equation}

As a test of both the exposures and the independence of pulse shape, Eq.~\eqref{eq:rate} was integrated numerically with a pressure proportional to $1+0.8\sin3t$, where $t$ is in units of the inverse mean rate. The exposures at $\theta=0.99$ came out as 4.605 and 99.00.

\subsection{Dependence on the target}

For a general target coverage the ratio is
\begin{equation}
R(\theta)=\frac{\theta}{(1-\theta)\,[-\ln(1-\theta)]}.
\label{eq:ratio}
\end{equation}
At small coverage, $-\ln(1-\theta)\approx\theta+\theta^2/2$, so
\begin{equation}
R\approx\frac{1}{(1-\theta)(1+\theta/2)}\approx1+\frac{\theta}{2}.
\end{equation}
The mechanisms then need nearly equal exposures, because they start at equal rates. Near full coverage $\theta\approx1$ in the numerator, and $R\approx1/[v\ln(1/v)]$, which grows without limit as $v\to0$. The values are 3.91 at 90 per cent, 21.5 at 99 per cent and 145 at 99.9 per cent. The number 21.5 thus belongs to the chosen target and is not a constant of the mechanism.

The last stretch carries most of the difference. Going from 90 to 99 per cent costs $\ln(0.10/0.01)=2.303$ for one site, but $1/0.01-1/0.10=90$ for two. At the exposure that brings one-site adsorption to 99 per cent, solving $x=\theta/(1-\theta)$ for $\theta$ gives a two-site coverage of
\begin{equation}
\theta=\frac{x}{1+x}=\frac{4.605}{5.605}=0.82 .
\end{equation}

\subsection{Equal sticking instead of equal filling}

The comparison changes if the initial sticking probability per molecule is held equal. A two-site molecule then fills two sites where a one-site molecule fills one, so the two-site mechanism starts with twice the site-filling rate. Its required exposure is halved relative to the one-site case, and the ratio becomes $21.5/2=10.75$.

\section{Comparison of estimate and solution}

Before rounding to 20, the scaling estimate is $100/4.95=20.2$. The solution gives 21.5, so the estimate is about 6 per cent low relative to the solution. The error can be traced.

For two-site adsorption the true cost of one halving is
\begin{equation}
\int_{v/2}^{v}\frac{dv'}{v'^2}=\frac2v-\frac1v=\frac1v ,
\end{equation}
so the geometric mean was the right average. The estimate of 100 instead of 99 comes from continuing the series $50+25+\dots$ without end, although the real process starts at $v=1$.

For one-site adsorption the true cost is $\ln2=0.693$ per halving, and the estimate used 0.707, which is 2 per cent too large. The true number of halvings is $\ln100/\ln2=6.64$, and the estimate used 7, which is 5 per cent too large. Together these put the one-site exposure about 7 per cent too high. Combined with the 1 per cent excess for two sites, they account for the low ratio.

\section{When the two sites are not a random pair}

The factor $(1-\theta)^2$ is a statement about correlations. It can be examined by following individual impacts on $10^5$ sites. If each molecule tries two sites drawn at random from the whole surface, one such run reaches 99 per cent at $x=95.9$, which is 3 per cent below the mean-field value of 99 and within the scatter expected of a single run. Two other ways of choosing the sites give different laws.

\paragraph{Fixed pairs.} Suppose the surface is divided into permanent pairs, each molecule fills both members of one pair, and nothing moves afterwards. A pair is then either empty or full. The fraction of empty pairs equals the fraction of empty sites, $1-\theta$, and not its square. Hence
\begin{equation}
\frac{d\theta}{dx}=1-\theta ,
\end{equation}
and the exposure is $\ln100$ again. The impact simulation gives 4.63. Needing two sites is therefore not enough to cause the penalty; the vacancies must also be able to lose their partners.

\paragraph{Overlapping neighbour pairs.} Now let a molecule use any two neighbouring sites of a square lattice. There are two bonds per site, and each event fills two sites. If an empty bond fills at rate $r$, the initial site-filling rate is $2\times2\times r=4r$, so $r=k/4$ gives the same $k$ as before. Without motion, filling stops when every remaining vacancy is surrounded by filled sites. A simulation on $160\times160$ sites stopped at a coverage of 0.904 with no empty neighbour pair left. A single run of this size scatters by about 0.002; the average jamming coverage is 0.907. For this lattice the exposure needed for 99 per cent is then infinite.

Hopping of adsorbed particles into vacancies lets the vacancies wander and meet. When the hop rate in each direction was $5k$, the simulation reached 99 per cent at $x=102$, close to the mean-field 99. At $0.1k$ it needed $x=215$. These are single runs, each scattering by 4 to 5 per cent. Averages over repeated runs are about 104 at $5k$, 111 at $k$ and 209 at $0.1k$, so even at $5k$ a systematic excess of about 5 per cent over mean field remains. For this target coverage, the mean-field law is a good approximation on this lattice when hopping is fast compared with $k$.

\section{A germane pulse on Ge(001)}

Germane, GeH$_4$, can split on a germanium surface into GeH$_3$ and H, which occupy two sites. Take a pressure of 0.1 Torr, gas at 300 K, a surface at 450 K and an initial sticking probability $s_0=0.001$ per molecule. The sticking probability, and the barriers and attempt frequency used below, are rough values meant to set the regime of low-temperature pulsed growth.

\subsection{Pulse times}

The (001) surface has two atoms per square of side $a$, where $a=0.566$ nm is the lattice constant. The site density is
\begin{equation}
N_s=\frac{2}{a^2}=6.24\times10^{14}\ \mathrm{cm^{-2}} .
\end{equation}
The flux on the wall is the gas density $P/k_BT$ times the mean velocity towards the surface, counting molecules that approach it. With molecular mass $m$,
\begin{align}
F&=\frac{P}{k_BT}\int_0^\infty u\,\sqrt{\frac{m}{2\pi k_BT}}\;e^{-mu^2/2k_BT}\,du\nonumber\\
&=\frac{P}{k_BT}\sqrt{\frac{m}{2\pi k_BT}}\;\frac{k_BT}{m}
=\frac{P}{\sqrt{2\pi mk_BT}} .
\end{align}
For $m=76.66$ u this is $F=2.32\times10^{19}\ \mathrm{cm^{-2}\,s^{-1}}$. Each molecule that sticks fills two sites, so
\begin{equation}
k=\frac{2s_0F}{N_s}
=\frac{2\times0.001\times2.316\times10^{19}}{6.243\times10^{14}}\ \mathrm{s^{-1}}
=74.2\ \mathrm{s^{-1}} .
\end{equation}
The mean-field two-site pulse lasts $99/74.2=1.33$ s, an exposure of 0.133 Torr s. A hypothetical one-site process with the same $k$ would need $4.605/74.2=0.062$ s, or 0.0062 Torr s.

\subsection{Small corrections}

Suppose filled sites empty by hydrogen desorption at a rate $k_d$ per site, with a barrier of 1.6 eV and an attempt frequency of $10^{13}\ \mathrm{s^{-1}}$. At 450 K this gives $k_d=1.2\times10^{-5}\ \mathrm{s^{-1}}$. Replacing $k(1-\theta)^2$ by $k(1-\theta)^2-k_d\theta$ lengthens the two-site exposure by 0.05 per cent. This is small only for the short mean-field pulse; for the much longer pulse needed when hopping is slow, found below, the effect exceeds 10 per cent.

At 0.1 Torr the mean free path is only about 0.3 to 0.4 mm, so the gas near the surface is likely to be warmed by it. If it reaches 450 K at the same pressure, the flux falls as $T^{-1/2}$. Both times then grow by $\sqrt{450/300}=1.22$, and their ratio is unchanged. An error in $s_0$ likewise changes both times by one factor.

\subsection{The assumption that fails}

With a rough hopping barrier of 1.3 eV and the same attempt frequency, the hop rate is $0.028\ \mathrm{s^{-1}}$, or $3.7\times10^{-4}k$. For hopping merely to equal $k$, the barrier would have to be as low as 0.99 eV. With these rough inputs the layer therefore does not mix during the pulse. A much smaller sticking probability or a lower hopping barrier would weaken this conclusion. On the square lattice with this hop rate, the coverage at the nominal exposure $x=99$ is 0.91 and not 0.99. The vacancies must then diffuse to meet, and on this lattice 99 per cent takes about 350 s without desorption and about 390 s with it.

A lower pressure gives the layer more time to mix, but lowering it until hopping keeps up with adsorption does not make the mean-field pulse reach 99 per cent at this temperature. Even in mean field, coverage can rise to 0.99 only if adsorption there still exceeds desorption, $k(1-\theta)^2>k_d\theta$, or
\begin{equation}
\frac{k_d}{k}<\frac{(0.01)^2}{0.99}\approx1.0\times10^{-4}.
\end{equation}
If $k$ were reduced to the hop rate, $k_d/k$ would be $1.2\times10^{-5}/0.0276\approx4\times10^{-4}$. Desorption would then hold the mean-field coverage at about 0.98, below the target. This rules out the low-pressure route to mean-field behaviour, not the target itself, which a long pulse at higher pressure still reaches on the square lattice.

The pulse time of 1.33 s is thus an idealized mean-field figure and not a prediction for germanium. The real surface also differs from the square lattice. Its atoms form dimers arranged in rows, hopping along and across the rows need not be equally fast, and GeH$_3$ can decompose further and take more sites. If the fragments always occupied the two ends of one dimer and stayed there, the fixed-pair law would apply and the 21.5-fold penalty would vanish. If they used overlapping neighbour pairs without moving, 99 per cent would be out of reach. Which sites the fragments take, and how fast they move, must be known before a pulse length is chosen from the two-site formula. The numerical output below lists the values used here.

\section*{Computed results}
\begin{verbatim}
Dimensionless exposures from integrated rate equations
coverage 0.900: one-site 2.303, two-site 9.00, ratio 3.91
coverage 0.990: one-site 4.605, two-site 99.00, ratio 21.50
coverage 0.999: one-site 6.908, two-site 999.00, ratio 144.62
exposure from 0.90 to 0.99, one-site: 2.303
exposure from 0.90 to 0.99, two-site: 90.00
two-site coverage at one-site final exposure: 0.8216
Random-impact simulation, exposure to coverage 0.99
one site: 4.65
two independent random sites: 95.9
two sites of one fixed pair: 4.63
ratio for equal sticking per molecule, formula: 10.75
same ratio, simulation: 10.30
Germane pulse on Ge(001), rough inputs
pressure: 0.10 Torr
gas temperature: 300 K; surface: 450 K
initial sticking per molecule: 0.0010
lattice constant: 0.566 nm
germane mass: 76.66 u
attempt frequency: 1.0e+13 1/s
hop barrier: 1.30 eV
desorption barrier: 1.60 eV
site density: 6.243e+14 1/cm2
wall flux: 2.316e+19 1/(cm2 s)
initial site-filling rate k: 74.20 1/s
one-site pulse time: 62.1 ms
two-site pulse time: 1334 ms
one-site exposure: 0.00621 Torr s
two-site exposure: 0.1334 Torr s
Neglected effects
hydrogen desorption rate: 1.20e-05 1/s
added exposure by desorption, one-site: 3.3e-04 %
added exposure by desorption, two-site: 5.4e-02 %
time factor if gas is at surface temperature: 1.225
fraction of arriving germane used, two-site: 1.0e-05
hop rate per direction: 2.76e-02 1/s
hop rate over k: 3.72e-04
barrier at which hop rate equals k: 0.994 eV
Square-lattice simulation of neighbour-pair adsorption
exposure to 0.99, hop rate 5 k: 102.3
exposure to 0.99, hop rate 0.1 k: 215
final coverage without hopping: 0.904
empty neighbour pairs left without hopping: 0
example coverage at nominal exposure: 0.913
\end{verbatim}
